# Neighbour shells of tetrahedral and hexagonal interstitial sites in unrelaxed silicon

## Problem

An extra atom is placed in a silicon crystal while every host atom stays at its ideal lattice site. This is what "unrelaxed" means. The crystal has the diamond structure with cubic edge $a$, the origin is an atom, and the second atom of the basis is at $\frac a4(1,1,1)$. Two interstitial sites are considered:

- the tetrahedral site $T=\frac a2(1,1,1)$, the centre of the cube;
- the hexagonal site $H=\frac{5a}{8}(1,1,1)$, midway between $T$ and the adjacent tetrahedral site $T'=\frac{3a}{4}(1,1,1)$.

For each site, find the distance to the nearest host atoms and to the next ones, and count the atoms at each distance. Distances run from centre to centre, and the interstitial itself is not counted. Evaluate them for $a=0.543102$ nm, the lattice parameter of silicon near room temperature.

## A tempting solution

The bond length is the length of $\frac a4(1,1,1)$,

$$b=\frac{\sqrt3}{4}a=0.2352\ \text{nm}.$$

*Tetrahedral site.* An atom at $T$ has four neighbours at the corners of a regular tetrahedron, at distance $b$, just like a host atom. Its further surroundings should then also be those of a host atom, whose second shell has 12 atoms at $a/\sqrt2$. The answer would be 4 at $b$ and 12 at $a/\sqrt2$.

*Hexagonal site.* This site is the centre of a ring of six bonded atoms. In a regular hexagon the distance from centre to corner equals the side, so there are six neighbours at $b$. Next come the two atoms on the ring's axis. Each lies a bond length beyond one of the two tetrahedral sites, which are themselves $\frac{\sqrt3}{8}a$ from $H$. The answer would be 6 at $b$ and 2 at $\frac{\sqrt3}{4}a+\frac{\sqrt3}{8}a=\frac{3\sqrt3}{8}a$.

## Where it fails

The first four neighbours of $T$ are right, but they do not fix the second shell. To test the claim, start at $T$ and go along $\frac a2(1,1,0)$, one of the vectors from a host atom to its second neighbours. This leads to

$$\frac a2(1,1,1)+\frac a2(1,1,0)=\frac a2(2,2,1).$$

No atom is there. The vector just used is a translation of the crystal, and a translation carries an empty tetrahedral site to another empty tetrahedral site. The 12 supposed neighbours are holes.

For $H$, the fault is the word "hexagon". A flat regular hexagon has angles of $120^\circ$, whereas two bonds in the diamond structure enclose an angle with cosine $-\frac13$, about $109.5^\circ$. The six-membered ring is therefore puckered, and its corners need not be a bond length from the centre. The distance of the two axial atoms is correct, but nothing in the argument showed that no other atoms are equally far away.

Both faults are cured by listing the actual atomic positions.

## Correct solution

### Positions of the host atoms

The atoms form two face-centred cubic sublattices:

$$A:\ \frac a2(n_1,n_2,n_3),\qquad B:\ \frac a2(n_1,n_2,n_3)+\frac a4(1,1,1),$$

where the $n_i$ are integers and $n_1+n_2+n_3$ is even. The even sum admits the cube corners, such as $(0,0,0)$ and $(2,0,0)$, and the face centres, such as $(1,1,0)$. It excludes the cube centre $(1,1,1)$. The coordinates of the B atoms are odd multiples of $\frac a4$, so no B atom lies there either, and $T$ is empty.

### Tetrahedral site

*Sublattice A.* The vector from $T$ to an A atom is

$$\frac a2(n_1-1,\,n_2-1,\,n_3-1)=\frac a2(m_1,m_2,m_3).$$

Subtracting 3 from an even sum leaves an odd one, so the $m_i$ are all the integer triples with odd sum. An integer and its square are both even or both odd, so $m^2=m_1^2+m_2^2+m_3^2$ is odd too. The smallest cases are:

- $m^2=1$: one component is $\pm1$ and the others vanish. This gives $3\times2=6$ atoms at $\frac a2$.
- $m^2=3$: all components are $\pm1$. This gives $2^3=8$ atoms at $\frac{\sqrt3}{2}a$.

The next value, $m^2=5$, lies at $\frac{\sqrt5}{2}a\approx1.12\,a$.

*Sublattice B.* The vector from $T$ to a B atom is

$$\frac a2(n_1,n_2,n_3)+\frac a4(1,1,1)-\frac a2(1,1,1)=\frac a4(p_1,p_2,p_3),\qquad p_i=2n_i-1.$$

All $p_i$ are odd, and

$$p_1+p_2+p_3=2(n_1+n_2+n_3)-3.$$

Since $n_1+n_2+n_3$ is even, the first term on the right is a multiple of 4. The sum of the $p_i$ must therefore leave the remainder 1 on division by 4. Reversing the sign of one odd component changes the sum by $2p_i$, which is 2 more than a multiple of 4. An allowed triple thus becomes forbidden and a forbidden one allowed, so exactly half of all sign choices survive.

- $p^2=3$: all components are $\pm1$. Half of the 8 sign choices give 4 atoms at $\frac{\sqrt3}{4}a$.
- $p^2=11$: one component is $\pm3$ and two are $\pm1$. Three places for the 3, times half of 8 sign choices, give 12 atoms at $\frac{\sqrt{11}}{4}a$.

The next value, $p^2=19$, lies at $\frac{\sqrt{19}}{4}a\approx1.09\,a$. Merging the two lists gives every shell closer than that:

| Shell of $T$ | Atoms | Distance | nm |
|---|---|---|---|
| 1 | 4 (B) | $\sqrt3\,a/4$ | 0.2352 |
| 2 | 6 (A) | $a/2$ | 0.2716 |
| 3 | 12 (B) | $\sqrt{11}\,a/4$ | 0.4503 |
| 4 | 8 (A) | $\sqrt3\,a/2$ | 0.4703 |

The second shell is farther than the first by the factor $2/\sqrt3=1.155$, whereas for a host atom the corresponding factor is $(a/\sqrt2)/b=\sqrt{8/3}\approx1.63$. An atom at $T$ thus has four nearest neighbours, but ten atoms within 0.30 nm. A coordination number quoted for this site needs its cutoff distance.

### Hexagonal site

*Sublattice A.* The vector from $H$ to an A atom is

$$\frac a2(n_1,n_2,n_3)-\frac{5a}{8}(1,1,1)=\frac a8(4n_1-5,\,4n_2-5,\,4n_3-5).$$

The component is $-1$ for $n_i=1$, $3$ for $n_i=2$, $-5$ for $n_i=0$ and $7$ for $n_i=3$; other $n_i$ give larger magnitudes. Because the sum of the $n_i$ is even, either none or two of them are odd. The closest conceivable vector, $(-1,-1,-1)$, would need three odd values and is excluded. In order of squared length, the allowed vectors are, in units of $a/8$:

- square 11: $(3,-1,-1)$ and its permutations, 3 atoms;
- square 27: $(-5,-1,-1)$ and its permutations, 3 atoms, and $(3,3,3)$, 1 atom, together 4;
- square 43: $(-5,3,3)$ and its permutations, 3 atoms.

The next square is 59, at about $0.96\,a$.

*Sublattice B.* A second list is unnecessary, because inversion through $H$ exchanges the sublattices. The inversion takes a position $\mathbf R$ to $2H-\mathbf R$. For an A atom this gives

$$\frac{5a}{4}(1,1,1)-\frac a2(n_1,n_2,n_3)=\frac a4(1,1,1)+\frac a2(2-n_1,\,2-n_2,\,2-n_3).$$

The new integers have the sum $6-(n_1+n_2+n_3)$, which is even, so the image is a B atom. Inversion preserves the distance from $H$, and every count doubles:

| Shell of $H$ | Atoms | Distance | nm |
|---|---|---|---|
| 1 | 6 | $\sqrt{11}\,a/8$ | 0.2252 |
| 2 | 8 | $3\sqrt3\,a/8$ | 0.3528 |
| 3 | 6 | $\sqrt{43}\,a/8$ | 0.4452 |

The nearest distance is shorter than a bond by the factor

$$\frac{\sqrt{11}/8}{\sqrt3/4}=\sqrt{\frac{11}{12}}=0.957.$$

The tempting solution overestimated it by 0.010 nm and missed six of the eight atoms in the second shell. A direct count over a generated crystal, listed in the numerical output, gives the same distances and numbers for both sites.

## The shape of the surroundings

The height of an atom above $H$ along $[111]$ is the scalar product of its vector with $(1,1,1)/\sqrt3$. For the A atoms of the first shell it is

$$h=\frac a8\,\frac{3-1-1}{\sqrt3}=\frac{a}{8\sqrt3}=0.0392\ \text{nm},$$

and for the B atoms it is $-h$. With $h^2=a^2/192$, the distance $\rho$ of these atoms from the axis follows from

$$\rho^2=\frac{11a^2}{64}-\frac{a^2}{192}=\frac{33-1}{192}a^2=\frac{a^2}{6},\qquad \rho=\frac{a}{\sqrt6}=0.2217\ \text{nm}.$$

The ring thus consists of two triangles, one slightly above $H$ and one slightly below.

In the second shell, the vectors $\pm\frac a8(3,3,3)$ belong to the two atoms on the axis, at heights $\pm9h$. The vectors of type $\frac a8(-5,-1,-1)$ have height $-7h$, and their distance from the axis is again $a/\sqrt6$, since

$$\frac{27}{64}-\frac{49}{192}=\frac{81-49}{192}=\frac16.$$

Their inversion partners are at $+7h$. The eight atoms are equally far from $H$, but no symmetry operation of the site carries an axial atom into one of the other six. The equality of their distances is therefore not protected by the site symmetry.

These heights also provide a check on both tables. The site $T$ lies on the same axis at height $-\frac{\sqrt3}{8}a=-3h$. Seen from there:

- the lower triangle, at $-h$, has squared distance $\frac{a^2}{6}+(2h)^2=\frac{3a^2}{16}$, which gives 3 atoms at $b$;
- the lower axial atom, at $-9h$, has squared distance $(6h)^2=\frac{3a^2}{16}$, which gives the fourth atom at $b$;
- the upper triangle, at $+h$, and the three atoms at $-7h$ both have squared distance $\frac{a^2}{6}+(4h)^2=\frac{a^2}{4}$, which gives the 6 atoms at $\frac a2$.

The first two shells of $T$ are recovered.

The tightest place on the way from $H$ to $T$ is not $H$ itself. At a distance $t$ from $H$ towards $T$, the nearest atoms are those of the lower triangle, at squared distance $\frac{a^2}{6}+(h-t)^2$. This is smallest at $t=h$, in the plane of that triangle, where the clearance is $a/\sqrt6=0.2217$ nm. At $H$ it is 0.2252 nm, so $H$ sits in a shallow widening between two constrictions. This is a statement about geometry; where the energy is highest depends on the forces and on relaxation.

## How far the ideal distances can be trusted

In a real crystal the host atoms move when an interstitial is inserted, and their distances from it change. The change was estimated with the Stillinger–Weber potential, a classical model of silicon, in a periodic cell of 216 host atoms plus one interstitial silicon atom; another species would give other values. The cell size and the symmetry of the site were held fixed.

| Neighbours | Ideal (nm) | Relaxed (nm) |
|---|---|---|
| $T$, 4 atoms | 0.235 | 0.256 |
| $T$, 6 atoms | 0.272 | 0.294 |
| $H$, 6 atoms | 0.225 | 0.258 |
| $H$, 2 axial atoms | 0.353 | 0.348 |
| $H$, 6 other atoms | 0.353 | 0.364 |

Relative to the ideal values, the nearest distance grows by about 9% at $T$ and 14% at $H$. In this model the order of the two sites is even reversed: the nearest neighbours of $H$ end up slightly farther away than those of $T$. The size of the growth and the reversal depend on the model. In a tight-binding model of silicon, which includes the valence electrons, a 64-atom cell gives a growth of only about 5% at $T$ and 6% at $H$, and the neighbours of $H$ remain the closer ones. The second shell of $H$ splits into two and six atoms, as its symmetry allows. In this potential, relaxation lowers the energy of the cell by 6.4 eV for $T$ and 9.4 eV for $H$. These values come from the three-body term, which penalises every angle that is not tetrahedral: it falls by about 13 eV for $T$ and 14 eV for $H$, while the two-body energy rises. They should not be read as relaxation energies of real silicon; the tight-binding model gives only about 0.5 eV and 1.2 eV. In both models the host atoms move outward, so the unrelaxed structures are starting geometries. With the Stillinger–Weber potential, a cell of 64 host atoms gives nearest distances that differ by less than 0.001 nm. The energies converge more slowly: they are about 0.2 eV smaller with 64 host atoms and rise by a further 0.06 eV, to about 6.5 and 9.5 eV, with 1728. The calculation leaves out the electronic structure, the charge state of the defect and displacements that break the site symmetry, and the relaxed sites were not tested for stability.

Thermal expansion changes the distances less. For a process temperature of 1300 K and a rough mean expansion coefficient of $4\times10^{-6}\ \text{K}^{-1}$, lengths grow by 0.4% from their values at 295 K, which adds about 0.001 nm to the ideal nearest distance at $T$.

Thermal vibration displaces the atoms by more than this. In the classical limit, a mode of angular frequency $\omega$ contributes $k_BT_{\rm p}/(M\omega^2)$ to the sum of the mean square displacements of all $N$ host atoms along all three axes, where $M$ is the mass of an atom and $T_{\rm p}$ is the process temperature. This sum has $3N$ terms, which are equal by the symmetry of the perfect crystal, and there are $3N$ modes. The mean square displacement of one atom along one axis is therefore the average of $k_BT_{\rm p}/(M\omega^2)$ over the modes. The Debye spectrum has the normalised density $3\omega^2/\omega_D^3$ up to $\omega_D=k_B\theta_D/\hbar$, so

$$\langle u^2\rangle=\frac{k_BT_{\rm p}}{M}\int_0^{\omega_D}\frac{1}{\omega^2}\,\frac{3\omega^2}{\omega_D^3}\,d\omega=\frac{3k_BT_{\rm p}}{M\omega_D^2}.$$

With a rough Debye temperature $\theta_D=550$ K, the root-mean-square displacement of a host atom is about 0.015 nm along each axis. This is the motion of a single atom in the perfect crystal. It is not the spread of a distance, which depends on the relative motion of two atoms, and neighbouring atoms move partly together. The ideal shells are sharp only for atoms at rest on their lattice sites; in a snapshot of the hot crystal, the distances within one shell would differ.

## Numbers as computed

```
lattice parameter a = 0.543102 nm
bond length = 0.23517 nm
T shell 1: 4 atoms (A 0, B 4) at 0.43301 a = 0.23517 nm
T shell 2: 6 atoms (A 6, B 0) at 0.50000 a = 0.27155 nm
T shell 3: 12 atoms (A 0, B 12) at 0.82916 a = 0.45032 nm
T shell 4: 8 atoms (A 8, B 0) at 0.86603 a = 0.47034 nm
H shell 1: 6 atoms (A 3, B 3) at 0.41458 a = 0.22516 nm
H shell 2: 8 atoms (A 4, B 4) at 0.64952 a = 0.35276 nm
H shell 3: 6 atoms (A 3, B 3) at 0.81968 a = 0.44517 nm
T second/first distance = 1.1547
H second/first distance = 1.5667
H first distance / bond = 0.9574
T first minus H first distance = 0.01001 nm
H ring radius = 0.22172 nm
H ring height above or below centre = 0.03920 nm
narrowest clearance on line H-T = 0.22172 nm
its distance from H (scan) = 0.0392 nm
distance H to T = 0.11759 nm
Relaxation, Stillinger-Weber, site symmetry held:
T, 64 host atoms: 24 symmetry operations, energy gain 6.243 eV
  4 atoms: 0.2352 -> 0.2553 nm (+8.6 %)
  6 atoms: 0.2716 -> 0.2931 nm (+7.9 %)
T, 216 host atoms: 24 symmetry operations, energy gain 6.431 eV
  4 atoms: 0.2352 -> 0.2562 nm (+8.9 %)
  6 atoms: 0.2716 -> 0.2936 nm (+8.1 %)
H, 64 host atoms: 12 symmetry operations, energy gain 9.261 eV
  6 atoms: 0.2252 -> 0.2570 nm (+14.1 %)
  2 atoms: 0.3528 -> 0.3465 nm (-1.8 %)
  6 atoms: 0.3528 -> 0.3630 nm (+2.9 %)
H, 216 host atoms: 12 symmetry operations, energy gain 9.431 eV
  6 atoms: 0.2252 -> 0.2577 nm (+14.5 %)
  2 atoms: 0.3528 -> 0.3478 nm (-1.4 %)
  6 atoms: 0.3528 -> 0.3640 nm (+3.2 %)
rough inputs: T = 1300 K, room = 295 K, Debye = 550 K
rough mean expansion coefficient = 4.0e-06 1/K
thermal expansion of lengths = 0.40 %
thermal change of T first distance = 0.00095 nm
rms vibration per axis, full Debye = 0.0150 nm
same, high-temperature limit = 0.0149 nm
```
